\section*{Formation energy, eigenvalue and lattice energy of a self-consistent polaron, part 1}

(Sections cited here and not found follow in the second part.)

\section*{The energy balance and the lattice amplitudes}

An excess electron in a polar crystal with parameters roughly like those of lithium fluoride, treated below with a classical lattice, forms a polaron whose energy lies $0.201$ eV below that of the undistorted crystal with its electron at the conduction-band edge. The eigenvalue of the same electron lies $0.603$ eV below the same edge. The two numbers describe one state and use one reference, yet they differ by $0.402$ eV. A separate integral over the phonon amplitudes gives $0.402$ eV for the energy stored in the distorted lattice. The agreement does not depend on the band being parabolic or on the coupling being long-ranged. It follows from the way the electron and the lattice share one energy functional.

Take an insulating crystal in a periodic supercell of $N$ unit cells and add one electron with normalized wavefunction $\psi$. Let $u_i$ be the displacements of the nuclei, where $i$ stands for the cell, the atom and the Cartesian direction. The Hamiltonian $H_0$ is the Kohn--Sham Hamiltonian of the undistorted crystal without the excess electron, and $D_i$ is the derivative of its potential with respect to $u_i$. The real symmetric matrix $C_{ij}$ holds the force constants of the crystal without the excess electron. The ab initio polaron equations follow from
\begin{equation}
E_f[\psi,u]=\langle\psi|H(u)|\psi\rangle-\varepsilon_c+\frac12\sum_{ij}u_iC_{ij}u_j,
\qquad H(u)=H_0+\sum_i u_iD_i .
\label{functional}
\end{equation}
Here $\varepsilon_c$ is the conduction-band edge, the lowest eigenvalue of $H_0$. With $u=0$ and the electron at the edge, $E_f=0$, so $E_f$ is the formation energy. A localized state with negative $E_f$ is a bound polaron. The sign alone is not enough in a finite supercell, because an electron spread over all cells can also gain an energy of order $1/N$ from a uniform distortion.

Four assumptions are contained in this functional. The nuclei are classical. The lattice energy is quadratic in $u$, and the coupling to the electron is linear in $u$. The other electrons respond to the nuclei, which is why $D_i$ and $C_{ij}$ are screened quantities, but they do not respond further to the excess electron. Finally, the excess electron does not act on itself: no term quadratic in its own density appears apart from the one that the lattice will mediate. The three rigid translations of the crystal cost no elastic energy. They are held at zero, and $C^{-1}$ below means the inverse within the remaining displacements, all of which are taken to have positive stiffness.

At a stationary point the functional does not change to first order under any allowed variation. Vary $\psi^*$ first, with $u$ fixed and the norm kept by a Lagrange multiplier $\varepsilon$:
\begin{equation}
\frac{\delta}{\delta\psi^*}\Big[E_f-\varepsilon\big(\langle\psi|\psi\rangle-1\big)\Big]=0
\quad\Longrightarrow\quad H(u)\psi=\varepsilon\psi .
\label{eig}
\end{equation}
The elastic term contains no $\psi$ and drops out, so the multiplier is an eigenvalue of the electron's Hamiltonian in the distorted crystal. Now vary $u_i$ with $\psi$ fixed. Because $C$ is symmetric, the derivative of the quadratic term is $\sum_jC_{ij}u_j$, with the factor $\tfrac12$ cancelled by the two equal contributions. Hence
\begin{equation}
\sum_jC_{ij}u_j=-F_i,\qquad F_i=\langle\psi|D_i|\psi\rangle .
\label{force}
\end{equation}
The quantity $-F_i$ is the force that the electron exerts along $u_i$, and the springs balance it. Self-consistency means that (\ref{eig}) and (\ref{force}) hold for the same pair $\psi,u$.

Project (\ref{eig}) on $\psi$. Since $\psi$ is normalized, $\varepsilon=\langle\psi|H(u)|\psi\rangle$. Measured from the band edge,
\begin{equation}
\varepsilon-\varepsilon_c=\langle\psi|H(u)|\psi\rangle-\varepsilon_c .
\end{equation}
The right-hand side is the first part of (\ref{functional}). Subtraction leaves
\begin{equation}
E_f-(\varepsilon-\varepsilon_c)=\frac12\sum_{ij}u_iC_{ij}u_j\equiv S .
\label{identity}
\end{equation}
This is the stated result. Nothing was assumed about the number of bands, their shape, or the form of the matrices $D_i$, which may change site energies or hopping, act at short or long range, and involve any phonon branch. Since the stiffnesses are positive, $S>0$ whenever the lattice is distorted, and the eigenvalue then lies below the formation energy.

The derivation used (\ref{eig}) but not (\ref{force}). Equation (\ref{identity}) therefore holds for any displacement pattern, relaxed or not, provided that $\psi$ is an eigenstate in that pattern and $S$ is the elastic energy of that pattern. It would survive even if $H(u)$ were nonlinear or the elastic energy anharmonic, because the lattice term is still the part of the energy that the eigenvalue lacks. Self-consistency and linearity matter for a different step, in which the lattice energy is computed from the electron's wavefunction alone. Solving (\ref{force}) gives $u=-C^{-1}F$, and with it
\begin{equation}
S=\frac12F^{T}C^{-1}F,\qquad
\sum_iu_iF_i=-\sum_{ij}u_iC_{ij}u_j=-2S .
\label{twoS}
\end{equation}
The coupling lowers the energy by $2S$, and half of that gain is spent on straining the lattice. This two-to-one ratio is the property of a linear force acting on a harmonic spring, and it is no longer guaranteed if either condition is dropped.

The identity describes a cycle. Begin with the undistorted crystal and the electron at the band edge, at energy zero. Forming the polaron changes the energy by $E_f$. Next lift the electron to a reservoir at the energy $\varepsilon_c$ while the nuclei stay in place, at a cost $\varepsilon_c-\varepsilon$. The crystal is now distorted but has no localized electron, and it releases $S$ when it relaxes. The cycle closes, so
\begin{equation}
E_f+(\varepsilon_c-\varepsilon)-S=0,
\end{equation}
which is (\ref{identity}) again. In the opening example the sum reads $-0.201+0.603-0.402=0$ eV. The eigenvalue depth is thus the energy of a vertical process with frozen nuclei, whereas $-E_f$ is the energy needed if the lattice is allowed to relax.

Two changes of setting alter the signs or the terms. For a hole, an electron is removed from a state $\psi$ near the valence-band top $\varepsilon_v$, so the electronic part of the energy enters with a minus sign:
\begin{equation}
E_f^{\rm hole}=-(\varepsilon-\varepsilon_v)+S .
\end{equation}
The hole level lies above $\varepsilon_v$, and the identity keeps the form (\ref{identity}) if the eigenvalue is counted downward from $\varepsilon_v$. The second change is self-interaction. Suppose that the functional contains an extra energy $J=\frac12\langle n|K|n\rangle$, quadratic in the excess density $n=|\psi|^2$ with a symmetric kernel $K$. Its potential is $Kn$, so it adds $\langle n|K|n\rangle=2J$ to the eigenvalue but only $J$ to the energy. The difference becomes
\begin{equation}
E_f-(\varepsilon-\varepsilon_c)=S-J .
\end{equation}
An eigenvalue that contains such a term cannot be inserted into (\ref{identity}) without correcting for it.

A second derivation reaches $S$ without using an eigenvalue. Replace $C$ by $sC$, with a number $s$ that multiplies all stiffnesses, and follow the stationary state as $s$ changes. Its energy depends on $s$ directly and also through $\psi$ and $u$. The indirect changes contribute nothing to first order, because the energy is stationary in both. What remains is the explicit derivative,
\begin{equation}
\left.\frac{dE_f}{ds}\right|_{s=1}=\frac12\sum_{ij}u_iC_{ij}u_j=S .
\label{stiff}
\end{equation}
The lattice energy can therefore be read from total energies alone.

The same lattice energy can be written in terms of phonons instead of the matrix $C$. Write $i=(\kappa,p)$, where $p$ labels the cell at $\mathbf R_p$ and $\kappa$ the atom and direction, with mass $M_\kappa$. The modes with wavevector $\mathbf q$ and branch $\nu$ have frequencies $\omega_{\mathbf q\nu}$ and polarizations $e_{\kappa\nu}(\mathbf q)$, which are orthonormal at each $\mathbf q$. The mass-weighted matrix $C_{\kappa p,\kappa'p'}/\sqrt{M_\kappa M_{\kappa'}}$ has the normalized eigenvectors $N^{-1/2}e_{\kappa\nu}e^{i\mathbf q\cdot\mathbf R_p}$ and the eigenvalues $\omega_{\mathbf q\nu}^2$. Expanding the inverse in these eigenvectors and restoring the masses gives
\begin{equation}
u_{\kappa p}=-\frac1N\sum_{\mathbf q\nu}
\frac{e_{\kappa\nu}e^{i\mathbf q\cdot\mathbf R_p}}{\sqrt{M_\kappa}\,\omega_{\mathbf q\nu}^2}
\sum_{\kappa'p'}\frac{e^*_{\kappa'\nu}e^{-i\mathbf q\cdot\mathbf R_{p'}}}{\sqrt{M_{\kappa'}}}F_{\kappa'p'} .
\label{inverse}
\end{equation}
Introduce the zero-point length factor $\lambda$ and a dimensionless amplitude $B$,
\begin{equation}
\lambda_{\kappa\nu}(\mathbf q)=\sqrt{\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}}\,e_{\kappa\nu}(\mathbf q),
\qquad
\hbar\omega_{\mathbf q\nu}B_{\mathbf q\nu}=\sum_{\kappa p}\lambda_{\kappa\nu}e^{i\mathbf q\cdot\mathbf R_p}F_{\kappa p} .
\label{Bdef}
\end{equation}
Each factor $e/\sqrt M$ in (\ref{inverse}) equals $\sqrt{2\omega/\hbar}\,\lambda$. Because $F$ is real, the inner sum is $\sqrt{2\omega/\hbar}\,\hbar\omega B^*$. The prefactors combine to $(2\omega/\hbar)(1/\omega^2)(\hbar\omega)=2$, and
\begin{equation}
u_{\kappa p}=-\frac2N\sum_{\mathbf q\nu}B^*_{\mathbf q\nu}\lambda_{\kappa\nu}(\mathbf q)e^{i\mathbf q\cdot\mathbf R_p} .
\label{umode}
\end{equation}
From (\ref{twoS}), $S=-\frac12\sum_iu_iF_i$. Inserting (\ref{umode}) and recognizing the sum in (\ref{Bdef}) yields
\begin{equation}
S=\frac1N\sum_{\mathbf q\nu}B^*_{\mathbf q\nu}\sum_{\kappa p}\lambda_{\kappa\nu}e^{i\mathbf q\cdot\mathbf R_p}F_{\kappa p}
=\frac1N\sum_{\mathbf q\nu}|B_{\mathbf q\nu}|^2\hbar\omega_{\mathbf q\nu} .
\label{SB}
\end{equation}
The factor 2 in the displacement becomes a factor 1 in the energy through the $\frac12$ in $S=-\frac12\sum_iu_iF_i$.

These relations were tested on three ring-shaped crystals of eight cells, each with three orbitals and two displacements per cell. The complex hopping, the force constants between neighbouring cells and the complex couplings, both on-site and between neighbours, were random. In each crystal one self-consistent solution was followed from a localized start. It need not be the lowest one, and in the first two crystals it is not, but the identity holds for every self-consistent solution. In the first crystal, in model energy units, $E_f=-0.7026$ and $\varepsilon-\varepsilon_c=-1.8124$. Their difference is $1.1098$, as is the sum (\ref{SB}). The derivative (\ref{stiff}), found from relaxed energies with all stiffnesses changed by $\pm0.1\,\%$, also gives $1.1098$. Over the three crystals the largest discrepancy in the identity is about $10^{-11}$ model units.

The same crystals show where (\ref{SB}) fails. Hold the lattice at $80\,\%$ of its relaxed distortion and let the electron settle into its lowest state there. In the first crystal the elastic energy is $0.8^2\times1.1098=0.710$, and this is the difference between energy and eigenvalue. The amplitudes computed from the wavefunction give $1.056$ instead, because they describe the distortion that the electron would cause, not the one that is present. In an unconverged calculation the two differ to first order: if $v=-C^{-1}F$ and $u=v+\delta$, then
\begin{equation}
\frac12u^TCu-\frac12v^TCv=\delta^TCv+\frac12\delta^TC\delta .
\end{equation}
A mismatch between the two sides of the identity, with $S$ taken from $B$, thus reveals an unconverged lattice. Agreement alone does not prove convergence, because the right-hand side above can vanish for a nonzero $\delta$; the displacements $u$ and $v$ must themselves agree. A nonlinear coupling causes a discrepancy that convergence does not remove. With $u_i$ in $H(u)$ replaced by $u_i+0.05u_i^2$, the relaxed lattice energies of the three crystals are $0.889$, $2.741$ and $2.798$, while (\ref{SB}) with the linear couplings gives $1.067$, $2.052$ and $4.009$. The error can have either sign.

The formation energy and the eigenvalue, both measured from the band edge, differ by the lattice energy $S$, which the phonon amplitudes $B_{\mathbf q\nu}$ give correctly when the lattice is relaxed, harmonic and linearly coupled. It remains to write the electron's equation in terms of bands and to apply it to a large polaron.
